# Two derivations of the first-order Fröhlich polaron mass, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: the energy to second order in the coupling

An electron in a polar crystal carries a cloud of lattice polarization with it. For an isotropic parabolic band of mass $m$, coupled to longitudinal optical phonons of a single energy $\omega$, the cloud raises the mass to

$$
m^*=m\left(1+\frac{\alpha}{6}\right)+O(\alpha^2),\qquad
\alpha=\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}\right)\sqrt{\frac{m}{2\omega}} .
$$

Here $\varepsilon_\infty$ is the permittivity at frequencies far above the phonon frequency but below electronic excitations, and $\varepsilon_0$ is the static permittivity. The algebra uses atomic units, so $\hbar$, the elementary charge and the free-electron mass equal one. The mass $m^*$ is defined by the curvature of the energy at zero momentum, $1/m^*=d^2E/dk^2$ at $k=0$.

### The model and the strength of its coupling

The assumptions are one electron in an otherwise empty band, a three-dimensional continuum, zero temperature, and a coupling linear in the lattice displacement. The Hamiltonian is

$$
H=\frac{\mathbf p^2}{2m}+\omega\sum_{\mathbf q}a^\dagger_{\mathbf q}a_{\mathbf q}
+\sum_{\mathbf q}\left(V_q a_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}
+V_q^* a^\dagger_{\mathbf q}e^{-i\mathbf q\cdot\mathbf r}\right).
$$

A longitudinal polarization $P_q$ produces the electric field $-4\pi P_q$. The field is the gradient of a potential, and a gradient brings a factor $q$, so the potential varies as $P_q/q$. For a dispersionless mode the polarization per phonon does not depend on $q$. Therefore $|V_q|^2=C/(\Omega q^2)$, where $\Omega$ is the crystal volume and $C$ is a constant.

To find $C$, place two static electrons a distance $R$ apart. Each mode then has the Hamiltonian $\omega a^\dagger a+ga+g^*a^\dagger$, with $g=V_q(e^{i\mathbf q\cdot\mathbf r_1}+e^{i\mathbf q\cdot\mathbf r_2})$. Completing the square gives

$$
\omega a^\dagger a+ga+g^*a^\dagger
=\omega\left(a^\dagger+\frac g\omega\right)\left(a+\frac{g^*}\omega\right)-\frac{|g|^2}{\omega}.
$$

The shifted oscillator has the same spectrum as before, so the energy changes by $-|g|^2/\omega$. Since $|g|^2=|V_q|^2[2+2\cos(\mathbf q\cdot\mathbf R)]$, the part that depends on distance is

$$
W(R)=-\frac2\omega\sum_{\mathbf q}|V_q|^2\cos(\mathbf q\cdot\mathbf R)
=-\frac{2C}{\omega}\frac{4\pi}{(2\pi)^3}\int_0^\infty dq\,\frac{\sin qR}{qR}
=-\frac{C}{2\pi\omega R}.
$$

The sum became $\Omega/(2\pi)^3$ times an integral, the angular average of the cosine is $\sin(qR)/(qR)$, and the last integral equals $\pi/(2R)$. Without phonons the charges repel with energy $1/(\varepsilon_\infty R)$. With the lattice relaxed they must repel with $1/(\varepsilon_0R)$. Hence $W=-(1/\varepsilon_\infty-1/\varepsilon_0)/R$, and

$$
C=2\pi\omega\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}\right).
$$

Define $k_0=\sqrt{2m\omega}$, the momentum at which the band energy equals one phonon energy. The definition of $\alpha$ gives $1/\varepsilon_\infty-1/\varepsilon_0=\alpha\sqrt{2\omega/m}=2\alpha\omega/k_0$, so

$$
|V_q|^2=\frac{4\pi\alpha\omega^2}{\Omega k_0q^2}.
$$

Thus $\alpha$ is proportional to the square of the coupling, and second order in $V_q$ is first order in $\alpha$.

### The second-order energy

Start from an electron of momentum $\mathbf k$ and no phonons. The interaction changes the phonon number by one, so its expectation value in this state is zero and there is no first-order energy. In second order the electron emits a phonon $\mathbf q$, recoils to $\mathbf k-\mathbf q$, and reabsorbs the phonon:

$$
\Delta E(k)=-\sum_{\mathbf q}\frac{|V_q|^2}
{\omega+\dfrac{(\mathbf k-\mathbf q)^2}{2m}-\dfrac{k^2}{2m}}
=-\sum_{\mathbf q}\frac{|V_q|^2}{\omega+\dfrac{q^2}{2m}-\dfrac{\mathbf k\cdot\mathbf q}{m}}.
$$

The minus sign appears because the intermediate state lies above the initial one. Set $\mathbf q=k_0\mathbf s$ and $\mathbf k=k_0\mathbf x$. Since $k_0^2/2m=\omega$, the denominator is $\omega(1+s^2-2\mathbf x\cdot\mathbf s)$. The volume element supplies $k_0^3$, which cancels the $k_0^3$ in the scaled coupling:

$$
\frac{\Delta E}{\omega}=-\frac{\alpha}{2\pi^2}\int\frac{d^3s}{s^2}\,
\frac1{1+s^2-2\mathbf x\cdot\mathbf s}.
$$

The smallest denominator occurs for $\mathbf s=\mathbf x$ and equals $1-x^2$. For $x<1$ it is positive, and the electron cannot emit a real phonon. At $x=1$ emission becomes possible and the expansion fails.

Let $\mu$ be the cosine of the angle between $\mathbf s$ and $\mathbf x$. Then $d^3s/s^2=2\pi\,ds\,d\mu$, and

$$
\int_{-1}^{1}\frac{d\mu}{1+s^2-2xs\mu}
=\frac1{2xs}\ln\frac{1+s^2+2xs}{1+s^2-2xs}.
$$

This leaves

$$
\frac{\Delta E}{\omega}=-\frac{\alpha}{2\pi x}J(x),\qquad
J(x)=\int_0^\infty\frac{ds}{s}\ln\frac{1+s^2+2xs}{1+s^2-2xs}.
$$

Differentiation with respect to $x$ removes both the logarithm and the factor $1/s$. It may be taken inside the integral because the result converges uniformly on any interval that stays below $x=1$:

$$
J'(x)=\int_0^\infty ds\left(\frac2{1+s^2+2xs}+\frac2{1+s^2-2xs}\right)
=\int_{-\infty}^{\infty}\frac{2\,ds}{(s+x)^2+1-x^2}
=\frac{2\pi}{\sqrt{1-x^2}}.
$$

The second fraction on the positive half-line is the first fraction on the negative half-line, which explains the extended range. Since $J(0)=0$, $J(x)=2\pi\arcsin x$, and

$$
\Delta E=-\alpha\omega\,\frac{\arcsin x}{x}.
$$

### From curvature to mass

Integrating $(1-x^2)^{-1/2}=1+x^2/2+3x^4/8+\dots$ gives $\arcsin x=x+x^3/6+3x^5/40+\dots$. With the band energy $\omega x^2$ added,

$$
\frac E\omega=-\alpha+\left(1-\frac\alpha6\right)x^2-\frac{3\alpha}{40}x^4+\dots
$$

The constant lowers the band edge by $\alpha\omega$ and has no effect on the mass. Because $\omega x^2=k^2/2m$, the quadratic term gives

$$
\frac1{m^*}=\frac1m\left(1-\frac\alpha6\right),\qquad
\frac{m^*}{m}=1+\frac\alpha6+O(\alpha^2).
$$

The phonon correction becomes more negative as the electron moves faster, because phonons emitted forward have smaller denominators and those emitted backward have larger ones, and the inverse gains more from the first than it loses from the second. The total energy therefore rises more slowly with momentum, which means a larger mass.

The coefficient can also be found without the arcsine. Put $A=1+s^2$ and $B=2\mathbf x\cdot\mathbf s$, and expand $1/(A-B)=1/A+B/A^2+B^2/A^3+\dots$. The linear term averages to zero over angle, while $B^2$ averages to $4x^2s^2/3$. The quadratic part of $\Delta E/\omega$ is therefore

$$
-\frac{\alpha}{2\pi^2}\,4\pi\,\frac{4x^2}{3}\int_0^\infty\frac{s^2ds}{(1+s^2)^3}
=-\frac{8\alpha x^2}{3\pi}\,\frac{\pi}{16}=-\frac{\alpha x^2}{6}.
$$

With $s=\tan\theta$ the integral becomes $\int_0^{\pi/2}\sin^2\theta\cos^2\theta\,d\theta=\pi/16$. The integrand peaks at $s^2=1/2$, so phonons of momentum near $k_0$ matter most. The continuum model needs $1/k_0$ to be long compared with the inverse zone-edge momentum.

Two numerical tests support the coefficient $1/6=0.16667$. Direct quadrature of the second-order integral, with a momentum step $x=0.02$, gives $0.16670$. The excess agrees with the quartic term, $(3/40)(0.02)^2=0.00003$. Diagonalizing the Hamiltonian with at most one phonon, at $\alpha=0.01$ and $0.02$ and with a step $x=0.1$, gives a mass slope of $0.1673$ after linear extrapolation to $\alpha=0$. The quartic term at that step is $0.00075$, which raises the expected slope to $0.16742$. The remaining $-0.00012$ is left by the linear extrapolation and disappears when $\alpha=0.001$ and $0.002$ are used instead.

### The next order in the coupling

Inverting the curvature without truncation gives $1/(1-\alpha/6)=1+\alpha/6+\alpha^2/36+\dots$, but its $\alpha^2$ term is incomplete. States with two phonons contribute at the same order.

Write the interaction as $V$, the starting state as $|0\rangle$, and let $R$ be $1/(E_0-H_0)$ acting on all states except $|0\rangle$. Choose the corrections $\psi_n$ to the state orthogonal to $|0\rangle$. The Schrödinger equation, sorted by powers of $V$, then gives

$$
\psi_1=RV|0\rangle,\quad \psi_2=RV\psi_1,\quad
\psi_3=RV\psi_2-E_2R\psi_1,\quad E_4=\langle0|V|\psi_3\rangle .
$$

Two phonons $\mathbf s$ and $\mathbf t$ can be reabsorbed in either order. In units of $\omega$ the denominators are $D_s=1+s^2-2\mathbf x\cdot\mathbf s$, the corresponding $D_t$, and $D_{st}=2+(\mathbf s+\mathbf t)^2-2\mathbf x\cdot(\mathbf s+\mathbf t)$. Each $R$ brings a minus sign, and $E_2$ is negative, so

$$
\frac{E_4}{\omega}=\left(\frac{\alpha}{2\pi^2}\right)^2\!\int\!\frac{d^3s\,d^3t}{s^2t^2}
\left[\frac1{D_s^2D_t}-\frac1{D_s^2D_{st}}-\frac1{D_sD_{st}D_t}\right].
$$

Each denominator has the form $d_i-2\mathbf x\cdot\mathbf u_i$. Expanding a product of three inverses to second order in $\mathbf x$, and averaging over the direction of $\mathbf x$, gives the coefficient of $x^2$ as

$$
\frac1{d_1d_2d_3}\sum_{i\le j}\frac{4\,\mathbf u_i\cdot\mathbf u_j}{3d_id_j}.
$$

Numerical integration yields $E_4/\omega=\alpha^2(-0.0159+0.00415x^2+\dots)$. The curvature factor is then $1-\alpha/6+0.00415\alpha^2$, and its inverse is

$$
\frac{m^*}{m}=1+\frac\alpha6+\left(\frac1{36}-0.00415\right)\alpha^2+\dots
=1+\frac\alpha6+0.0236\,\alpha^2+\dots
$$

### Thermal phonons

If each mode holds on average $n=1/(e^{\omega/k_BT}-1)$ phonons, emission is multiplied by $1+n$, and absorption adds a term proportional to $n$. After the sign of $\mathbf s$ is reversed, the absorption denominator is $s^2-2\mathbf x\cdot\mathbf s-1$. Its real part, taken as a principal value, is proportional to

$$
\int_0^\infty\frac{ds}{s}\ln\left|\frac{s^2+2xs-1}{s^2-2xs-1}\right|=0 .
$$

The substitution $s\to1/s$ leaves $ds/s$ unchanged in magnitude and inverts the ratio, so the integral equals its own negative. At this order the fractional mass shift at $k=0$ is therefore $\alpha(1+n)/6$.

Absorption also gives the level a finite width. At $k=0$ the golden rule gives

$$
\Gamma=2\pi\,\frac{\alpha n\omega}{2\pi^2}\int\frac{d^3s}{s^2}\,\delta(s^2-1)
=\frac{\alpha n\omega}{\pi}\,4\pi\,\frac12=2\alpha n\omega .
$$

## Second derivation: the momentum carried by the cloud

The second derivation uses the same Hamiltonian, with electron mass $m$, phonon energy $\omega$ and coupling $V_q$. As before, $k_0=\sqrt{2m\omega}$ and $|V_q|^2=4\pi\alpha\omega^2/(\Omega k_0q^2)$ in a volume $\Omega$. One integral is taken from the first half. For a vector $\mathbf u$ with $y=mu/k_0<1$,

$$
G(\mathbf u)=\sum_{\mathbf q}\frac{|V_q|^2}{\omega+q^2/2m-\mathbf q\cdot\mathbf u}
=\alpha\omega\,\frac{\arcsin y}{y}
=\alpha\omega+\frac{\alpha}{12}mu^2+\dots
$$

This is the second-order sum with $\mathbf k$ replaced by $m\mathbf u$. The last form uses $\omega y^2=mu^2/2$. The zero-temperature result to be recovered is $m^*=m(1+\alpha/6)$ to first order in $\alpha$.

### Removing the electron coordinate

The total momentum $\mathbf p+\mathbf Q$, with $\mathbf Q=\sum_{\mathbf q}\mathbf q\,a^\dagger_{\mathbf q}a_{\mathbf q}$, is conserved because every phonon emission is matched by an electron recoil. The unitary operator $U=e^{-i\mathbf r\cdot\mathbf Q}$ makes this explicit. An annihilation operator lowers the phonon number by one, and $\mathbf p=-i\nabla$ differentiates the exponent. Therefore

$$
U^\dagger a_{\mathbf q}U=a_{\mathbf q}e^{-i\mathbf q\cdot\mathbf r},\qquad
U^\dagger\mathbf pU=\mathbf p-\mathbf Q .
$$

The first relation cancels the factor $e^{i\mathbf q\cdot\mathbf r}$ in the interaction. The second turns the total momentum $\mathbf p+\mathbf Q$ into $\mathbf p$. The transformed Hamiltonian no longer contains $\mathbf r$, so $\mathbf p$ may be replaced by a fixed vector $\mathbf P$, the total momentum:

$$
H_{\mathbf P}=\frac{(\mathbf P-\mathbf Q)^2}{2m}
+\omega\sum_{\mathbf q}a^\dagger_{\mathbf q}a_{\mathbf q}
+\sum_{\mathbf q}\left(V_qa_{\mathbf q}+V_q^*a^\dagger_{\mathbf q}\right).
$$

No approximation has been made so far. The electron survives through its recoil, and the term $\mathbf Q^2/2m$ couples the phonons to one another.

The energy expansion has given $m^*=m(1+\alpha/6)$ to first order in $\alpha$, and the electron coordinate has been removed exactly from the Hamiltonian for the second derivation. What remains is to recover the same mass from the momentum carried by the cloud, compare what the two derivations assume, and apply the result to a nitride drift layer.

Numerical values quoted here were computed with a short program.
